# Seaton's theorem for a finite-range core: proof and numerical check, part 3

In atomic units, the radial function of one partial wave \(l\) obeys

\[ u'' + \Big[2E - \frac{l(l+1)}{r^2} + \frac{2z}{r} - 2V_s(r)\Big]u = 0 . \tag{1} \]

with \(z>0\) and a real, local, energy-independent core, \(|rV_s|\le C\), \(V_s=0\) for \(r\ge r_0\). A level with \(n_r\) nodes has \(n=n_r+l+1\), \(E_n=-z^2/2\nu^2\), \(\nu=n-\mu_n\). At \(E=k^2/2>0\), \(u\propto F\cos\delta+G\sin\delta\) for \(r\ge r_0\), with \(\delta\) followed continuously from 0 as the core \(\lambda V_s\) grows from \(\lambda=0\) to \(\lambda=1\). The claim is \(\delta(0^+)=\pi\mu_\infty\), the limits being \(k\to0\) and \(n\to\infty\).

Put \(y=2zr\), \(m=2l+1\), \(\varepsilon=2E/z^2\), \(\gamma=z/k\). Outside the core, the solutions \(f=\sum_{j\ge0}a_jy^{l+1+j}\) and \(g=Lf\ln y+\sum_{j\ge0}b_jy^{j-l}\) have

\[ j(j+m)\,a_j = -a_{j-1} - \tfrac14\varepsilon\, a_{j-2}, \qquad a_0 = \frac1{m!}, \quad a_{-1}=0 . \tag{3} \]

\[ j(j-m)\,b_j + b_{j-1} + \tfrac14\varepsilon\, b_{j-2} + L\,(2j-m)\,a_{j-m} = 0, \tag{4} \]

with \(b_0\), \(b_m\) already fixed, \(L=A/\pi\), \(A=\prod_{p=1}^{l}(1+p^2\varepsilon)\). The Coulomb functions are

\[ F = \frac{B}{\mathcal N}\,f \to\sin\theta, \qquad G = -\frac1{\mathcal N}\,(g+A\mathcal G_Rf)\to\cos\theta, \qquad \frac1{\mathcal N} = \sqrt{\frac{\pi k}{2zB}} . \tag{14} \]

with \(\theta = kr + \gamma\ln 2kr - \tfrac12 l\pi + \arg\Gamma(l+1-i\gamma)\), \(B=A/(1-e^{-2\pi\gamma})\), \(\mathcal G_R=\frac1\pi\big[\mathrm{Re}\,\psi(l+1+i\gamma)-\ln\gamma\big]\), \(\psi=\Gamma'/\Gamma\).

The solution \(u\), normalised as \(r^{l+1}\) at the origin by an iteration that uses \(|rV_s|\le C\), is entire in \(E\), and

\[ u = \rho\,(f\cos\pi\xi-g\sin\pi\xi), \qquad \rho>0, \quad r\ge r_0 . \tag{16} \]

where \(\xi(E,\lambda)\) is real-analytic through \(E=0\), \(\xi(E,0)=0\), and

\[ \frac{\partial\xi}{\partial\lambda} = -\frac1{z\rho^2}\int_0^{r_0}V_su^2\,dr . \tag{17} \]

High levels are the zeros of

\[ \Phi = \sin\pi(\nu+\xi)+(A-1)\sin\pi\xi\cos\pi\nu+A\mathcal G\sin\pi\xi\sin\pi\nu . \tag{18} \]

with \(\mathcal G=\frac1{2\pi}\big[\psi(\nu+l+1)+\psi(\nu-l)-2\ln\nu\big]\). Hence

\[ \sin\pi(\mu_n-\xi) = (A-1)\sin\pi\xi\cos\pi\mu_n-A\mathcal G\sin\pi\xi\sin\pi\mu_n . \tag{19} \]

\[ \cot\pi\mu_n = \frac{\cot\pi\xi(E_n)}{A}+\mathcal G . \tag{20} \]

\[ \mu_\infty = \xi(0,1). \tag{22} \]

and \(|\sin\pi(\mu_n-\xi)|\le\eta=|A-1|+A|\mathcal G|\). At threshold \(\mathcal G\) (below) and \(\mathcal G_R\) (above) vanish with one common asymptotic series in integer powers of \(\varepsilon\). By a comparison argument, for levels \(E_1<E_2\), \(u_2\) has a zero between consecutive zeros of \(u_1\). The question now is what happens above threshold.

**A.** Insert (14):

\[ F\cos\delta+G\sin\delta = \frac1{\mathcal N}\big[(B\cos\delta-A\mathcal G_R\sin\delta)\,f-\sin\delta\;g\big]. \]

Compare with (16). With a real factor \(\kappa\neq0\), \(\sin\pi\xi = \kappa\sin\delta\) and \(\cos\pi\xi = \kappa(B\cos\delta-A\mathcal G_R\sin\delta)\). The second gives \(\kappa B\cos\delta = \cos\pi\xi+A\mathcal G_R\sin\pi\xi\), and the first gives \(\kappa B\sin\delta = B\sin\pi\xi\). Their ratio is the exact relation

\[ \cot\delta = \big(1-e^{-2\pi\gamma}\big)\Big[\frac{\cot\pi\xi}{A}+\mathcal G_R\Big]. \tag{23} \]

For the branch, combine the two into one complex equation:

\[ \kappa B\,e^{i\delta} = e^{i\pi\xi}(1+\zeta), \qquad \zeta = e^{-i\pi\xi}\sin\pi\xi\,[A\mathcal G_R+i(B-1)], \qquad |\zeta|\le\eta' = A|\mathcal G_R|+|B-1| . \]

For small \(k\), \(\eta'<1\) for all \(\lambda\), so the principal value of \(\arg(1+\zeta)\) is continuous in \(\lambda\) and at most \(\arcsin\eta'\) in size. The difference \(\delta-\pi\xi-\arg(1+\zeta)\) is a multiple of \(\pi\), continuous in \(\lambda\), and zero at \(\lambda=0\), where \(\delta=\xi=\zeta=0\). It is zero throughout. Hence \(|\delta-\pi\xi(k^2/2)|\le\arcsin\eta'\to0\) and \(\delta(0^+) = \pi\xi(0,1)\). With (22), \(\delta(0^+) = \pi\mu_\infty\).

**Q.** I follow the algebra. What is the physical reason, and does the proof say more than the equality of two limits?

**A.** Near threshold, (18) reduces to \(\pi\nu+\pi\xi = N\pi\). The Coulomb field outside contributes the phase \(\pi\nu\), which sweeps through infinitely many multiples of \(\pi\) as \(E\to0^-\), and the core contributes \(\pi\xi\). The core phase is decided at radii below \(r_0\), where the solution normalised at the origin is an entire function of \(E\), so the sign of a small \(E\) makes no qualitative difference there. A high Rydberg electron and a slow free electron pass through the core in the same way; they differ only in whether they turn back at large distance.

The proof gives more. Define \(\mu(E)\) near threshold by setting \(\cot\pi\mu(E)\) equal to the right side of (20) below threshold and to \(\cot\pi\xi/A+\mathcal G_R\) above it, on the branch nearest \(\xi(E)\). Since \(\xi\) and \(A\) are analytic and \(\mathcal G\), \(\mathcal G_R\) share one asymptotic series, \(\mu(E)\) has the same expansion in powers of \(E\) on both sides. Then (23) is \(\cot\delta = (1-e^{-2\pi z/k})\cot\pi\mu(E)\), and the exponential is smaller than any power of \(E\). So \(\delta/\pi\) continues the curve on which the \(\mu_n\) lie to all orders in \(E\), in the asymptotic sense. In particular \(\mu_n = \mu_\infty+O(n^{-2})\), and the slopes \(d\mu/dE\) and \(\pi^{-1}d\delta/dE\) agree at threshold.

**Q.** Where does the theorem stop?

**A.** It needs \(z>0\). For \(z\le0\) the zero-energy regular solution obeys \(u''=\tilde qu\) with \(\tilde q\ge0\) beyond \(r_0\) and has at most one zero there, and it has finitely many simple zeros on \((0,r_0]\). The comparison argument above, applied to the finite intervals between the zeros of a bound state, shows that a level with \(n_r\) nodes forces at least \(n_r\) zeros on the zero-energy solution. So there are finitely many levels and \(\mu_\infty\) is not defined. The bound \(|rV_s|\le C\) was needed for the iteration at the origin; a core as singular as \(r^{-2}\) breaks it. The finite range was needed to write (16) with constant coefficients. A tail that falls as a power of \(r\), such as a polarization potential, has no \(r_0\); the argument for an analytic \(\xi\) then does not apply, and I make no claim for that case. A second open or closed channel, and a non-local or energy-dependent core, are also outside the assumptions.

**Q.** I would like to see it in numbers, obtained in a way that could have contradicted you.

**A.** Take round parameters for a screened nucleus, \(V_s = -(Z-z)e^{-\alpha r}/r\) for \(r<r_0\) and zero beyond, with \(z=1\), \(Z=10\), \(\alpha=2\) bohr\(^{-1}\) and \(r_0=15\) bohr. It is a model and stands for no particular atom, so the digits below measure the agreement of two calculations and nothing else. It meets the assumptions with \(C=9\).

The levels come from diagonalizing the radial Hamiltonian in a finite-element discrete-variable basis of 464 points in a box of 2500 bohr. No Coulomb function enters, and the program asserts that each eigenvector has \(n-l-1\) sign changes. With the core switched off the same basis returns defects of about \(10^{-13}\) in size, where hydrogen has zero. The phase shifts come from integrating (1) outward and matching at 15 and 19 bohr to the \(F\) and \(G\) of mpmath, with the angle followed in \(\lambda\) from zero. Separately, \(\xi\) comes from matching the outward solution to the series (3) and (4). For \(l=0\):

| state | \(\mu_n\) or \(\delta/\pi\) | \(\xi\) |
|---|---|---|
| \(n=5\) | 1.3722629 | 1.3717236 |
| \(n=10\) | 1.3687462 | 1.3686512 |
| \(n=25\) | 1.3680983 | 1.3680856 |
| \(k=0.04\) bohr\(^{-1}\) | 1.3679098 | 1.3679211 |
| \(k=0.2\) bohr\(^{-1}\) | 1.3657852 | 1.3660676 |
| \(k=1\) bohr\(^{-1}\) | 1.3169937 | 1.3235621 |

The program asserts (20) and (23), including the branch, to \(10^{-7}\) in \(\mu_n\) and in \(\delta\), and asserts the bound \(|\sin\pi(\mu_n-\xi)|\le\eta\).

**Q.** Do one of each by hand.

**A.** For \(l=0\), \(n=10\), one has \(A=1\), and (19) with \(\mu_n\approx\xi\) on the right gives \(\mu_n-\xi\approx-\mathcal G\sin^2\pi\xi/\pi\) to first order in \(\mathcal G\). With \(\xi=1.3686512\), \(\sin^2\pi\xi=0.8392\), and \(\mathcal G=-3.556\times10^{-4}\), this is \(3.556\times10^{-4}\times0.8392/\pi = 9.50\times10^{-5}\). The table gives \(1.3687462-1.3686512 = 9.50\times10^{-5}\).

For \(l=1\), \(n=10\), the output has \(\xi=0.9088925\), \(A=0.98790\), \(\mathcal G=-4.220\times10^{-3}\). Then \(\cot\pi\xi=-3.39785\), division by \(A\) gives \(-3.43947\), and adding \(\mathcal G\) gives \(\cot\pi\mu=-3.44369\). The solution next to \(\xi\) is \(\mu = 1-0.08996 = 0.91004\), and the diagonalization gives 0.9100415.

For \(l=2\), \(k=0.2\) bohr\(^{-1}\), \(\varepsilon=0.04\) and \(A = 1.04\times1.16 = 1.2064\), equal to the printed \(B=1.20640\) because the exponential is negligible. With \(\xi=0.0154274\), \(\cot\pi\xi=20.6166\), division by \(A\) gives 17.0894, and adding \(\mathcal G_R=0.03526\) gives \(\cot\delta=17.1246\). Hence \(\delta=0.058329\) and \(\delta/\pi=0.018567\), against 0.0185668 from the direct matching.

**Q.** Those checks use your \(f\) and \(g\). The theorem itself should be tested without them.

**A.** It is. The \(\mu_n\) for \(n=10\) to \(25\) are fitted by a cubic in \(E\), the \(\delta\) for \(k=0.04\), 0.06, 0.08, 0.10 and 0.12 bohr\(^{-1}\) by another, and each fit is evaluated at \(E=0\). A polynomial in \(E\) is the right form because of the common expansion derived above.

| \(l\) | \(\mu_\infty\) | \(\delta(0^+)/\pi\) | \(\xi(0)\) | \(\delta(0^+)\) (rad) |
|---|---|---|---|---|
| 0 | 1.3679987 | 1.3679987 | 1.3679987 | 4.297695 |
| 1 | 0.9091009 | 0.9091009 | 0.9091009 | 2.856025 |
| 2 | 0.0158440 | 0.0158440 | 0.0158440 | 0.049776 |

The program asserts agreement of \(\mu_\infty\) with \(\delta(0^+)/\pi\) and with \(\xi(0)\) to \(10^{-6}\). The \(s\) wave tests the absolute form, since there \(\delta(0^+)\) exceeds \(\pi\) and the integer part 1 is obtained once by counting nodes and once by following \(\lambda\). All three values are positive, as (17) requires for this attractive core. The common slope can be read from the output. For \(l=0\), \((1.3680983-1.3679987)/(-0.000895308) = -0.111\) per hartree from \(n=25\), and \((1.3679098-1.3679987)/0.0008 = -0.111\) per hartree from \(k=0.04\) bohr\(^{-1}\).

**Q.** The printed differences between \(\mu_\infty\) and \(\delta(0^+)/\pi\) are \(1.7\times10^{-12}\), \(2.8\times10^{-13}\) and \(6.4\times10^{-12}\). For cubic fits that looks too good.

**A.** They are absolute differences, and they are far below the asserted tolerance. A cubic through four points of a function with quartic coefficient \(c_4\) misses it at \(E=0\) by \(c_4\) times the product of the four energies, to leading order. For the four lowest \(k\) the energies are 0.0008, 0.0018, 0.0032 and 0.005 hartree, with product \(2.3\times10^{-11}\). Such a cubic therefore misses by about \(2\times10^{-11}|c_4|\), with \(c_4\) in atomic units, which is tiny unless \(c_4\) is very large. The two sides share the same \(c_4\), and a product of four negative energies is positive like a product of four positive ones, so cubics through four points below and above threshold miss in the same direction and their errors partly cancel in the difference. The fits used here are least-squares fits through more points, for which the numerical factor differs, and the program determines neither that factor nor \(c_4\). The differences also lie below the relative tolerance \(10^{-11}\) of the integrator, so only the asserted \(10^{-6}\) should be relied on.

**Q.** Two other things in the output look odd. For \(l=2\) at \(k=1\) bohr\(^{-1}\), \(\delta/\pi\) is 0.0848932 while \(\xi\) is only 0.0094977. And for \(l=1\), \(\xi\) rises with energy while \(\mu_n\) and \(\delta\) fall.

**A.** Both show that away from threshold \(\xi\) in general differs from the observable quantities; by (19) and (23) an exception is an energy at which \(\sin\pi\xi=0\). At \(k=1\), \(l=2\), \(A = 2\times5=10\) and \(B=10.01871\). From the relations leading to (23), \(\tan\delta = B\sin\pi\xi/(\cos\pi\xi+A\mathcal G_R\sin\pi\xi)\). With \(\sin\pi\xi=0.029833\), \(\cos\pi\xi=0.999555\) and \(\mathcal G_R=0.3166\), this is \(0.29889/(0.99955+0.09445) = 0.27321\), so \(\delta/\pi=0.08489\). The ratio \(\delta/\pi\xi\approx8.9\) comes mainly from the factor \(B\approx10\), the extra normalisation that \(F\) carries relative to \(G\) in (14); the term in \(A\mathcal G_R\) in the denominator and the arctangent together reduce it by about 11 %. For \(l=1\) the difference \(\mu_n-\xi\) is given by (19). With \(\xi\) near 0.91, \(\sin\pi\xi>0\) and \(\cos\pi\mu_n<0\); below threshold \(A-1<0\) and \(\mathcal G<0\), so both terms on the right are positive and grow with \(|E|\). At \(n=5\) the difference is \(0.9138136-0.9080841=0.0057\), larger than the fall of \(\xi\) from its threshold value, \(0.9091009-0.9080841=0.0010\), so \(\mu_n\) lies above \(\mu_\infty\) although \(\xi\) lies below. The point \(k=1\) also probes the exponential in (23): for \(l=0\) it makes \(B=1.00187\) with \(A=1\).

**Q.** You cut the exponential off to fit your assumptions. Is the result an artefact of the cut?

**A.** Moving the cut from 15 to 12 bohr changes \(\xi(0)\) for \(l=0\) by an amount of order \(10^{-11}\). The printed \(1.7\times10^{-11}\) is at the level of the integrator's tolerance, so its digits carry no weight; the program asserts that the change is below \(10^{-8}\). At the seven decimals quoted, that threshold value does not depend on which of the two cuts is used. This is a numerical statement about the model; the proof covers the truncated potential only.

**Q.** What can I do with the theorem that I could not do before?

**A.** Predict high levels from threshold scattering alone. For the \(s\) level with \(n=10\), replace \(\mu_{10}\) by \(\delta(0^+)/\pi\). Then \(\nu = 10-1.3679987 = 8.6320013\), \(\nu^2=74.51145\), and

\[ E\approx-\frac1{2\times74.51145} = -0.0067104\ \text{hartree} = -0.18260\ \text{eV}. \]

The diagonalization gives \(-0.0067115\) hartree, or \(-0.18263\) eV, and the pure Coulomb value is \(-0.0050000\) hartree, or \(-0.13606\) eV. The prediction lies \(1.16\times10^{-6}\) hartree too high, which is \(1.7\times10^{-4}\) of the binding energy and \(7\times10^{-4}\) of the shift caused by the core. The miss is the energy dependence of the defect. From \(E=-z^2/2\nu^2\), \(dE/d\nu = z^2/\nu^3\), and the true \(\nu\) is smaller by \(\mu_{10}-\mu_\infty = 1.3687462-1.3679987 = 7.475\times10^{-4}\), so the first-order difference is \(7.475\times10^{-4}/643.2 = 1.16\times10^{-6}\) hartree. Since \(\mu_n-\mu_\infty=O(n^{-2})\), this error falls as \(n^{-5}\) at large \(n\), while the spacing of the levels falls as \(n^{-3}\).

Had \(\delta(0^+)\) been known only modulo \(\pi\), as \(0.3679987\,\pi\), the set of predicted energies near threshold would be unchanged, but \(n=10\) would give \(\nu=9.632\), which in the node-counting labelling is the prediction for the level with ten nodes, \(n=11\). The equality modulo \(\pi\) locates the high levels, and the absolute equality also says how many nodes each one has.

## Calculated quantities

```
pi*R for l=0 (t=1/nu): 0
pi*R for l=1 (t=1/nu): 3*t**2/4
pi*R for l=2 (t=1/nu): -35*t**4/8 + 5*t**2/2
z = 1, Z = 10, alpha = 2 1/bohr, r0 = 15 bohr
second matching radius = 19 bohr, DVR box = 2500 bohr, DVR points = 464
fits: cubic in E; n = 10..25; k = 0.04, 0.06, 0.08, 0.10, 0.12 1/bohr
--- l = 0: hydrogen check max|mu| = 1.2e-13
n= 5 E=-0.037992545 Ha mu=1.3722629 xi=1.3717236 A=1.00000 calG=-2.001e-03 formula=1.3722629
n=10 E=-0.006711541 Ha mu=1.3687462 xi=1.3686512 A=1.00000 calG=-3.556e-04 formula=1.3687462
n=15 E=-0.002690728 Ha mu=1.3682981 xi=1.3682600 A=1.00000 calG=-1.427e-04 formula=1.3682981
n=25 E=-0.000895308 Ha mu=1.3680983 xi=1.3680856 A=1.00000 calG=-4.749e-05 formula=1.3680983
k=1.00 1/bohr delta/pi=1.3169937 xi=1.3235621 B=1.00187 calG=3.013e-02 formula=1.3169937
k=0.20 1/bohr delta/pi=1.3657852 xi=1.3660676 B=1.00000 calG=1.065e-03 formula=1.3657852
k=0.10 1/bohr delta/pi=1.3674434 xi=1.3675141 B=1.00000 calG=2.655e-04 formula=1.3674434
k=0.04 1/bohr delta/pi=1.3679098 xi=1.3679211 B=1.00000 calG=4.245e-05 formula=1.3679098
mu_inf = 1.3679987, delta(0+)/pi = 1.3679987, xi(0) = 1.3679987
delta(0+) = 4.297695 rad, |mu_inf - delta(0+)/pi| = 1.7e-12
change of xi(0) for cutoff 12 bohr = 1.7e-11
10s from delta(0+): -0.0067104 Ha = -0.18260 eV
10s diagonalized:   -0.0067115 Ha = -0.18263 eV
10s pure Coulomb:   -0.0050000 Ha = -0.13606 eV
--- l = 1: hydrogen check max|mu| = 9.9e-14
n= 5 E=-0.029945644 Ha mu=0.9138136 xi=0.9080841 A=0.94011 calG=-2.186e-02 formula=0.9138136
n=10 E=-0.006051265 Ha mu=0.9100415 xi=0.9088925 A=0.98790 calG=-4.220e-03 formula=0.9100415
n=15 E=-0.002518353 Ha mu=0.9094916 xi=0.9090140 A=0.99496 calG=-1.745e-03 formula=0.9094916
n=25 E=-0.000861527 Ha mu=0.9092344 xi=0.9090711 A=0.99828 calG=-5.951e-04 formula=0.9092344
k=1.00 1/bohr delta/pi=0.8478279 xi=0.9263691 B=2.00374 calG=1.893e-01 formula=0.8478279
k=0.20 1/bohr delta/pi=0.9060335 xi=0.9097980 B=1.04000 calG=1.331e-02 formula=0.9060335
k=0.10 1/bohr delta/pi=0.9083281 xi=0.9092740 B=1.01000 calG=3.417e-03 formula=0.9083281
k=0.04 1/bohr delta/pi=0.9089770 xi=0.9091285 B=1.00160 calG=5.509e-04 formula=0.9089770
mu_inf = 0.9091009, delta(0+)/pi = 0.9091009, xi(0) = 0.9091009
delta(0+) = 2.856025 rad, |mu_inf - delta(0+)/pi| = 2.8e-13
--- l = 2: hydrogen check max|mu| = 1.0e-13
n= 5 E=-0.020105582 Ha mu=0.0131457 xi=0.0162865 A=0.80541 calG=-4.490e-02 formula=0.0131457
n=10 E=-0.005015202 Ha mu=0.0151671 xi=0.0159521 A=0.95025 calG=-1.014e-02 formula=0.0151671
n=15 E=-0.002226835 Ha mu=0.0155431 xi=0.0158918 A=0.97781 calG=-4.429e-03 formula=0.0155431
n=25 E=-0.000801008 Ha mu=0.0157358 xi=0.0158612 A=0.99200 calG=-1.580e-03 formula=0.0157358
k=1.00 1/bohr delta/pi=0.0848932 xi=0.0094977 B=10.01871 calG=3.166e-01 formula=0.0848932
k=0.20 1/bohr delta/pi=0.0185668 xi=0.0154274 B=1.20640 calG=3.526e-02 formula=0.0185668
k=0.10 1/bohr delta/pi=0.0165214 xi=0.0157378 B=1.05040 calG=9.538e-03 formula=0.0165214
k=0.04 1/bohr delta/pi=0.0159523 xi=0.0158269 B=1.00801 calG=1.563e-03 formula=0.0159523
mu_inf = 0.0158440, delta(0+)/pi = 0.0158440, xi(0) = 0.0158440
delta(0+) = 0.049776 rad, |mu_inf - delta(0+)/pi| = 6.4e-12
```
